# Why Ion Flux Shifts the Reversal Temperature of an Amorphous-Crystal Interface

## A case in which flux does not matter

Consider a planar interface between amorphous and crystalline silicon under an ion beam. Each ion leaves $g=4$ mobile defects at the interface. Each defect makes on average $m=40$ thermally activated hops before a fixed sink removes it, and each hop turns a net volume $b=0.02\ \mathrm{nm^3}$, about one atomic volume, from amorphous into crystal. One ion therefore crystallizes

$$gmb=4\times40\times0.02\ \mathrm{nm^3}=3.2\ \mathrm{nm^3}.$$

Its collision cascade also amorphizes a volume $A=0.5\ \mathrm{nm^3}$ of crystal at the interface. The balance is $+2.7\ \mathrm{nm^3}$ per ion, and the crystal grows.

Doubling the flux doubles both contributions per unit time and leaves the balance per ion unchanged. Heating makes the defects hop faster, but if hopping and capture speed up together, each defect still makes 40 hops. Growth and amorphization compete here, yet once the defect density is steady, neither flux nor temperature can reverse the interface.

A temperature-dependent balance is still not enough. Let the hop rate be $w=w_0e^{-E/k_BT}$ and let sinks remove defects at the rate $(w_0/m')e^{-E_1/k_BT}$ per defect, with $E_1<E$. The number of hops per defect is the ratio of these rates, so the crystallized volume per ion is

$$Y=gbm'e^{-(E-E_1)/k_BT}.$$

Setting $Y=A$, taking the logarithm and solving for temperature gives

$$T_R=\frac{E-E_1}{k_B\ln(gm'b/A)}.$$

For $E=1.2$ eV, $E_1=1.1$ eV and $m'=80$, the logarithm is $\ln 12.8=2.55$ and $T_R=455$ K. There is now a reversal temperature, but it contains no flux. Numerical integration of the defect balance to steady state gives the same 455 K at three fluxes spanning two decades. A short irradiation does not reach that state: growth lags while defects build up, and for a fluence of $10\ \mathrm{nm^{-2}}$ the displacement at beam stop vanishes at about 455, 457 and 467 K for fluxes of 0.001, 0.01 and $0.1\ \mathrm{nm^{-2}s^{-1}}$. The argument below concerns the steady state.

Competition thus explains why the interface can move either way. A flux-dependent reversal temperature needs something more: the ratio of volume crystallized to volume amorphized, per ion, must itself depend on flux. Since reversal means $\ln Y=\ln A$, a small change along the reversal line obeys

$$\frac{\partial\ln(Y/A)}{\partial\ln\phi}\,d\ln\phi+\frac{\partial\ln(Y/A)}{\partial T}\,dT=0,$$

where $\phi$ is the flux. If the first derivative vanishes and the second does not, then $dT=0$. Overlapping cascades could supply the flux dependence through $A$. The mechanism treated below supplies it through $Y$: defects annihilate one another.

## Defects that meet shorten each other's lives

Let $n$ be the number of mobile defects per interface area, and let velocity be positive when the crystal grows. With the volumes defined above,

$$v=bwn-\phi A.$$

The first term is hops per area and time multiplied by volume per hop; the second is ions per area and time multiplied by volume lost per ion. Division by $\phi$ gives the net volume per ion, $v/\phi=Y-A$, with $Y=bwn/\phi$.

A defect can disappear at a sink or by meeting another defect. In a well-mixed interface layer the meeting rate is proportional to $n^2$, so

$$\frac{dn}{dt}=g\phi-\frac{wn}{m}-swn^2.$$

Here $s$ is a capture area per hop. The last term counts defects lost, not encounters; each encounter removes two. This is a mean-field equation: it replaces individual defects and ion impacts by smooth densities. The quantities $g,b,A,s,m$ are taken as constants, and regrowth without ions is omitted. The equations hold in any consistent units, atomic units included.

Without sinks, the steady state is $swn^2=g\phi$, hence $n=\sqrt{g\phi/(sw)}$ and

$$Y=\frac{bw}{\phi}\sqrt{\frac{g\phi}{sw}}=b\sqrt{\frac{gw}{s\phi}}.$$

At fixed temperature, four times the flux only doubles the defect density, so each ion crystallizes half as much. Amorphization per ion is unchanged. This is why a higher flux favours amorphization. At fixed flux, heating removes defects faster and lowers $n$, but the hop rate rises by more than $n$ falls, so growth gains.

With both loss channels, define $u=\phi/w$. Dividing the steady balance by $w$ gives

$$sn^2+\frac nm-gu=0.$$

The positive root is

$$n=\frac{q-1}{2sm},\qquad q=\sqrt{1+4sgm^2u}.$$

From the definition of $q$, $u=(q-1)(q+1)/(4sgm^2)$. Substitution in $Y=bn/u$ cancels the factor $q-1$:

$$Y=b\,\frac{q-1}{2sm}\,\frac{4sgm^2}{(q-1)(q+1)}=\frac{2gmb}{1+q}.$$

At small $u$, $q\to1$ and $Y\to gmb$, the opening case. At large $u$, $q\simeq2m\sqrt{sgu}$ and $Y\simeq b\sqrt{g/(su)}$, the pair-loss result. Between these limits $Y$ falls steadily as $u$ rises.

## The reversal condition

At reversal $bn/u=A$, so $n=Au/b$. Insert this in the steady balance and divide by $u$, which is not zero:

$$s\left(\frac Ab\right)^2u+\frac{A}{mb}-g=0.$$

The critical ratio of flux to hop rate is therefore

$$u_R=\frac{1}{s}\left(\frac bA\right)^2\left(g-\frac{A}{mb}\right).$$

It is positive if

$$r=\frac{A}{gmb}<1.$$

If $r>1$, even the largest growth yield cannot replace the amorphized volume, and this model has no reversal. The ratio $r$ also has a direct meaning. At reversal, the fraction of defects lost to sinks is $(wn/m)/(g\phi)=n/(mgu)=A/(gmb)=r$. The remaining fraction $1-r$ is lost in pairs.

Since $\phi_R=u_Rw$,

$$\phi_R=u_Rw_0e^{-E/k_BT},\qquad T_R=\frac{E}{k_B\ln(u_Rw_0/\phi)},$$

for $\phi<u_Rw_0$. At a given flux the crystal grows above $T_R$ and amorphizes below it. Differentiating $\ln\phi_R=\ln(u_Rw_0)-E/(k_BT)$ gives

$$\frac{dT_R}{d\ln\phi}=\frac{k_BT_R^2}{E}.$$

The activation energy does not depend on the loss law being quadratic. Suppose every thermal process runs at a rate proportional to the same $w$, and measure time in units of $1/w$. Temperature then disappears from the thermal processes; the ions arrive at $\phi/w$ per area and unit of scaled time. If $g,b,A$ are constant, the net volume per ion can depend on temperature and flux only through $\phi/w$. A reversal at a definite value of this ratio must follow $\phi_R\propto w$. Replacing pair loss by a cubic loss $0.5\ \mathrm{nm^4}\times wn^3$, without sinks, indeed gives a reversal energy of 1.20 eV in numerical integration. The loss law sets the prefactor.

## What a measured slope does and does not identify

The reversal energy is minus the slope of $\ln\phi_R$ against $1/(k_BT_R)$. It equals the hop barrier when all thermal rates share that barrier. Suppose instead that pair loss has its own coefficient $sw_0e^{-E_2/k_BT}$ and sinks are absent. The steady density is $n=\sqrt{g\phi/(sw_0)}\,e^{E_2/2k_BT}$. Setting $bwn=\phi A$ and squaring yields

$$b^2w_0^2e^{-2E/k_BT}\,\frac{g\phi}{sw_0}\,e^{E_2/k_BT}=\phi^2A^2.$$

Division by $\phi A^2$ leaves

$$\phi_R=\frac{gb^2w_0}{sA^2}\,e^{-(2E-E_2)/k_BT}.$$

With $E=1.2$ eV and $E_2=0.8$ eV the reversal energy is 1.6 eV, which is neither barrier. Numerical integration gives the same value.

The growth yield has yet another activation energy. Return to one shared barrier, hold $\phi$ fixed, and define $E_Y=-\partial\ln Y/\partial(1/k_BT)$. Because $u=\phi/w$, $\partial\ln u/\partial(1/k_BT)=E$. From $q^2=1+4sgm^2u$ one finds $dq/d\ln u=(q^2-1)/(2q)$. Since $Y\propto1/(1+q)$,

$$E_Y=E\,\frac{1}{1+q}\,\frac{q^2-1}{2q}=E\,\frac{q-1}{2q}.$$

This lies between zero, where sinks dominate, and $E/2$, where pairs dominate. A weakly activated growth yield and a strongly activated reversal flux can thus come from the same hop. The net motion $Y-A$ behaves differently. Above reversal its activation energy is $E_YY/(Y-A)$, which exceeds $E_Y$ and diverges at the reversal point. The two come close only well above reversal, where $Y\gg A$.

## Size of the effect

The example uses the values above with $E=1.2$ eV, $w_0=10^{13}\ \mathrm{s^{-1}}$ and $s=0.5\ \mathrm{nm^2}$. Then $r=0.5/3.2=0.156$ and

$$u_R=\frac{(0.02/0.5)^2(4-0.625)}{0.5}\ \mathrm{nm^{-2}}=0.0108\ \mathrm{nm^{-2}}.$$

At $\phi=0.01\ \mathrm{nm^{-2}s^{-1}}$, or $10^{12}\ \mathrm{cm^{-2}s^{-1}}$, the logarithm in $T_R$ is $\ln(1.08\times10^{13})=30.0$, so $T_R=464$ K (191 °C). At one tenth and ten times this flux, $T_R$ is 431 K and 503 K. The local slope at the middle flux is 36 K per decade.

At the middle reversal point $w=0.926\ \mathrm{s^{-1}}$ and $n=0.27\ \mathrm{nm^{-2}}$. Pairs account for 84% of the losses. A small departure from steady density decays at the rate $w(1/m+2sn)$, obtained by linearizing the defect balance; its inverse is 3.7 s.

The following displacements are for a fluence of $10\ \mathrm{nm^{-2}}$, or $10^{15}\ \mathrm{cm^{-2}}$, starting without mobile defects and ending when the beam stops.

| Held fixed | Varied | Displacement |
|---|---|---|
| middle flux | 439 K | −2.8 nm |
| middle flux | 489 K | +4.7 nm |
| 464 K | one tenth of the flux | +8.2 nm |
| 464 K | ten times the flux | −3.4 nm |

At 464 K and the middle flux the displacement is −0.02 nm rather than zero. Amorphization starts at once, while growth waits for defects to accumulate. The estimate $\phi A$ times the relaxation time, $0.005\times3.7\approx0.02$ nm, gives its order of magnitude; it is not exact, because the build-up from zero density is not a small departure from the steady state. After the beam stops, the remaining defects obey $dn/dt=-wn(1/m+sn)$. If the temperature is held, they crystallize a further $b\int wn\,dt=(b/s)\ln(1+smn)=0.07$ nm, so the final displacement is +0.05 nm.

At this reversal point $q=2/r-1=11.8$, giving $E_Y=0.55$ eV. At 550 K and the same flux, mean field gives $Y=2.55\ \mathrm{nm^3}$, so $q=6.4/2.55-1=1.51$ and $E_Y=0.20$ eV.

## Where the smooth-density picture fails

A cascade delivers its defects together, in a small area. To size this effect, take an isolated, well-mixed patch of area $S=10\ \mathrm{nm^2}$, with whole defects and random ion arrivals. The reversal temperature at the middle flux rises from 464 to 468 K, and the reversal energy stays at 1.20 eV, as the scaling of time requires. On a patch of $1000\ \mathrm{nm^2}$ the yield at 464 K agrees with the mean-field $0.5\ \mathrm{nm^3}$ to about 0.1%.

Well above reversal the small patch behaves very differently. At 550 K its yield is $1.04\ \mathrm{nm^3}$ instead of 2.55, and its growth activation energy is 0.025 eV instead of 0.20. The reason can be followed by counting hops after one isolated ion. With $N$ defects present, sinks act at the rate $wN/m=0.025wN$, and pairs annihilate at the rate $swN(N-1)/(2S)=0.025wN(N-1)$. The total is $0.025wN^2$, while hops occur at the rate $wN$. On average $40/N$ hops precede the next loss, which is a sink event with probability $1/N$. The expected number of remaining hops $H_N$ obeys

$$H_N=\frac{40}{N}+\frac1N H_{N-1}+\frac{N-1}{N}H_{N-2},\qquad H_0=0.$$

Thus $H_1=40$, $H_2=20+20=40$, $H_3=13.3+13.3+26.7=53.3$, and $H_4=10+13.3+30=53.3$. One ion yields 53 hops, or $1.07\ \mathrm{nm^3}$, not the 160 hops of the sink-only limit. Defects from the same ion still find each other however low the flux. This loss is independent of flux and, with a shared barrier, of temperature. It lowers the yield, which on this patch raises the reversal temperature by only 4 K at the middle flux. Tighter confinement matters more: for $S=3\ \mathrm{nm^2}$ the same counting gives 24 hops, or $0.49\ \mathrm{nm^3}$ per isolated ion. That is less than $A$, so if every ion makes exactly four defects, heating no longer produces growth in this model. The result rests on four being even, so that all defects can pair off. If the number per ion is Poisson distributed with mean 4, odd numbers leave a survivor, the isolated-ion yield is $0.66\ \mathrm{nm^3}$, and the reversal survives, at about 480 K for the middle flux. Either way the loss within a cascade lowers the yield. By itself this loss cannot make a reversal temperature depend on flux.

If defects mix over about $10\ \mathrm{nm^2}$ or more, the mean-field model is therefore much safer for the reversal line than for hot growth rates in this example. Its 0.20 eV growth energy must not be used as evidence for the mechanism without knowing how far defects from one cascade mix with others. The closed patch keeps defects together for their whole life, so it overstates the loss for defects that are born in such an area but can walk out of it; their hot yield lies between the patch and mean-field values.

## Other corrections, and the real case

Two small temperature dependences alter the slope. Since $u_R$ depends on $A$ as derived above,

$$\frac{\partial\ln u_R}{\partial\ln A}=-2-\frac{r}{1-r}=-2.19.$$

If $A$ falls by a rough 0.1% of its middle-point value per kelvin, the fitted reversal energy becomes 1.24 eV. Reverse hops act through $b$. If amorphous material lies $\Delta$ per atom above crystal, forward and backward hops have the ratio $e^{\Delta/k_BT}$, and the net fraction is

$$\frac{e^{\Delta/k_BT}-1}{e^{\Delta/k_BT}+1}=\tanh\frac{\Delta}{2k_BT}.$$

For a rough $\Delta=0.1$ eV, multiplying $b$ by this factor moves the middle $T_R$ to 470 K and the fitted energy to 1.16 eV.

Beam heating can matter more. A 1.5 MeV beam at $10^{13}\ \mathrm{cm^{-2}s^{-1}}$ deposits 2.4 W/cm². Through an assumed holder conductance of $0.2\ \mathrm{W\,cm^{-2}K^{-1}}$, the wafer runs 12 K above the holder; at the lowest flux the difference is 0.1 K. Using holder temperatures would give 1.40 eV, 17% above the true 1.20 eV.

Thermal epitaxy is negligible at reversal. With a rough prefactor of $3\times10^{15}$ nm/s and barrier of 2.7 eV, its speed at 464 K is $1.4\times10^{-14}$ nm/s, against 0.005 nm/s for amorphization. The two would be equal near 765 K. Crowding is modest: there are 0.04 mobile defects per (100) surface atom at reversal.

For silicon under heavy ions of about 1 MeV, reversal at roughly 400 to 500 K, a reversal energy near 1.2 eV and a growth activation energy of a few tenths of an eV are typical rough values. The example was placed in this regime, so its agreement in $E$ and $T_R$ is not a prediction. The values of $g,m,s$ and $A$ are illustrative. Real implants also break the assumption of uniform damage, because energy deposition varies with depth. If $g$ and $A$ both double while $b,s,m$ stay fixed, $r$ is unchanged and $u_R$ halves. At the middle flux, $T_R$ then rises by about $(k_BT_R^2/E)\ln2=15.5\times0.69\approx11$ K. This is the scaling of the model, not of silicon. Comparisons of ion species are reported to give a reversal flux falling roughly as the inverse square of the displacement density in the cascade, which would mean about 22 K. The measured 1.2 eV has also been assigned to divacancy dissociation rather than to a hop at the interface.

## What to do about it

**State the flux with every reversal temperature.** In this example a tenfold increase in flux calls for 33 to 39 K more to stay at reversal. For another process, estimate the shift per decade as $(k_BT_R^2/E)\ln10$, with $E$ the reversal energy measured for its own ion and depth.

**Measure the wafer temperature.** If that is impossible, estimate the heating at each flux before fitting an activation energy.

**Vary flux at fixed wafer temperature and fluence.** If the displacement does not change, the flux has no visible effect within the tested range, and moving within that range will not rescue growth. This does not rule out growth at a much lower flux: when $Y\ll A$, the displacement per ion is nearly constant even though $Y$ itself depends on flux. If it changes, first check that each run is long compared with the time defects need to build up, for instance by repeating at a larger fluence: the initial lag alone makes the displacement depend on flux even with purely linear loss. Then plot displacement per ion against $\phi e^{E/k_BT}$. Here $E$ is the measured reversal energy. Collapse onto one curve is consistent with flux and temperature acting through one combination. It does not show that hops and losses share a barrier, nor does it identify the defect or the order of its loss: the pair-loss case above with barriers of 1.2 and 0.8 eV also collapses in steady state, with $E=1.6$ eV.

**Check the beam scan.** The average flux is adequate when defects added in one scan period $P$ are few compared with those present, $g\phi P\ll n$. For $P=0.01$ s at the highest flux and its reversal temperature, the ratio is $4\times0.1\times0.01/0.27=1.5\%$. When this ratio is not small, pair loss within each pulse can lower the yield. The reduction is still slight if $smg\phi P\ll1$, because one pulse then adds too few defects for pairs to compete with sinks. If neither condition holds, as with a slow scan on a hot wafer, a time-dependent calculation is needed.

The numerical output below lists the main values used here.

## Table of computed values

```
Shared barrier E = 1.20 eV; attempt rate w0 = 1.0e+13 1/s
Defects per ion g = 4; mean hops to sink m = 40
Volume per hop b = 0.020 nm^3; amorphized per ion A = 0.50 nm^3
Capture area per hop s = 0.50 nm^2
Largest growth yield g*m*b = 3.200 nm^3; ratio r = 0.15625
Critical flux/hop-rate ratio u_R = 0.01080 nm^-2
Flux 0.001 /nm^2/s = 1.0e+11 /cm^2/s: T_R formula 430.95, integrated 430.95 K
Flux 0.010 /nm^2/s = 1.0e+12 /cm^2/s: T_R formula 464.02, integrated 464.02 K
Flux 0.100 /nm^2/s = 1.0e+13 /cm^2/s: T_R formula 502.58, integrated 502.58 K
Reversal activation energy, integrated = 1.2000 eV
T_R shift per decade near middle flux = 35.60 K
At middle T_R: hop rate 0.9259 1/s; defect density 0.2700 nm^-2
At middle T_R: pair-loss share 0.8438; relaxation time 3.66 s
Middle flux, T = 439.02 K, fluence 10 nm^-2: move -2.792 nm
Middle flux, T = 464.02 K, fluence 10 nm^-2: move -0.024 nm
Middle flux, T = 489.02 K, fluence 10 nm^-2: move +4.749 nm
Middle T_R, flux 0.001 /nm^2/s, same fluence: move +8.177 nm
Middle T_R, flux 0.010 /nm^2/s, same fluence: move -0.024 nm
Middle T_R, flux 0.100 /nm^2/s, same fluence: move -3.351 nm
Growth yield activation at T_R = 0.549 eV; at 550 K = 0.202 eV
Linear-loss case: sink barrier 1.10 eV, prefactor w0/80
Linear-loss T_R at three fluxes = 455.18, 455.18, 455.18 K
Cubic loss, coefficient 0.50 nm^4 times w: reversal energy 1.2000 eV
Pair barrier 0.80 eV, no sinks: reversal energy 1.6000 eV
Large patch 1000 nm^2: yield at middle T_R = 0.4995 nm^3
Cascade patch 10 nm^2: T_R = 434.63, 468.28, 507.58 K
Cascade patch reversal energy = 1.2000 eV
Yield at 550 K: mean field 2.554, patch 1.044 nm^3
Patch growth activation at 550 K = 0.025 eV
A falling 0.1 percent/K: reversal energy 1.241 eV
Driving energy 0.10 eV/atom with reverse hops: middle T_R 469.87 K, energy 1.162 eV
Thermal epitaxy rough inputs: 3.0e+15 nm/s, 2.7 eV
Thermal epitaxy at middle T_R = 1.42e-14 nm/s; amorphization = 0.0050 nm/s
Thermal epitaxy equals amorphization at 765.4 K
Ion energy 1.5 MeV; holder conductance 0.20 W/cm^2/K
Beam heating at three fluxes = 0.12, 1.20, 12.02 K
Apparent reversal energy using holder temperature = 1.404 eV
Lattice constant 0.543 nm; defects per (100) surface atom = 0.0398
Scan period 0.010 s: density ripple at top flux = 1.48 percent
```
